# Ozone-forming detachment of O⁻ by ground-state and singlet-delta oxygen

## Problem

In an oxygen discharge, a negative ion can lose its electron by forming a chemical bond. One such reaction, called associative detachment, is

$$
\mathrm{O^- + O_2 \rightarrow O_3 + e^-}.
$$

The O₂ molecule may be in its electronic ground state or in its lowest excited state, singlet-delta O₂, written $\mathrm{O_2^*}$ below. Three rough energies are given:

- the electron affinity of the O atom, $A = 1.5$ eV;
- the energy needed to remove one O atom from ozone, leaving ground-state O₂, $D = 1.1$ eV;
- the excitation energy of singlet-delta O₂, $T = 1.0$ eV.

Each is rounded to 0.1 eV. All refer to species in their lowest vibrational and rotational levels.

(a) Find the energy change of the reaction for each state of O₂. Is it exothermic or endothermic, and does rounding leave the answer in doubt?

(b) Can the heat of the reaction break up the new ozone molecule?

(c) The gas is at 300 K and the ions drift in a reduced field of 50 Td (1 Td = $10^{-21}$ V m²). How firmly does an endothermic sign forbid the reaction?

## A tempting solution

Detaching the electron costs $A$, and forming the O₂–O bond returns $D$. With ground-state O₂ the change is therefore

$$
A-D = 1.5-1.1 = +0.4\ \text{eV}.
$$

With singlet-delta O₂ the molecule must also be excited, which costs another 1.0 eV:

$$
A-D+T = 1.5-1.1+1.0 = +1.4\ \text{eV}.
$$

Both reactions would be endothermic, and excited oxygen would be the less effective partner.

## Where it fails

The first line is right. The second charges the reaction for something that happened before it began. The molecule was excited earlier, for instance by an electron in the discharge, and it arrives already holding the energy $T$. An energy change is products minus reactants, so energy stored in a reactant enters with a minus sign.

A closed comparison exposes the error. Let $\mathrm{O^-}$ and $\mathrm{O_2^*}$ react to give ozone and an electron, then run the ground-state reaction backwards. The net result is

$$
\mathrm{O_2^* \rightarrow O_2},
$$

whose energy change must be $-T=-1.0$ eV. The tempting solution gives $1.4-0.4=+1.0$ eV, as if an excited molecule had to be paid to lose its excitation.

## (a) The energy balance

Write each given energy as a reaction with a direction. A positive energy change means that energy must be supplied:

$$
\begin{aligned}
\mathrm{O^-} &\rightarrow \mathrm{O+e^-}, & \Delta E&=+A,\\
\mathrm{O_3} &\rightarrow \mathrm{O_2+O}, & \Delta E&=+D,\\
\mathrm{O_2} &\rightarrow \mathrm{O_2^*}, & \Delta E&=+T.
\end{aligned}
$$

Here $D$ is the energy for removing one atom, not for separating ozone into three atoms. Ozone must be formed and the excited molecule used up, so the second and third reactions are reversed, which changes the signs of their energies:

$$
\begin{aligned}
\mathrm{O^-} &\rightarrow \mathrm{O+e^-}, & \Delta E&=+A,\\
\mathrm{O_2+O} &\rightarrow \mathrm{O_3}, & \Delta E&=-D,\\
\mathrm{O_2^*} &\rightarrow \mathrm{O_2}, & \Delta E&=-T.
\end{aligned}
$$

When the three are added, O and ground-state O₂ appear once on each side and cancel. What remains is

$$
\mathrm{O^-+O_2^*\rightarrow O_3+e^-},\qquad \Delta E^*=A-D-T.
$$

The addition is allowed because energy depends on the initial and final states, not on the path. The real collision need not pass through a free O atom. For ground-state O₂ the third reaction is omitted, so $\Delta E=A-D$.

The numbers are

$$
\Delta E=1.5-1.1=+0.4\ \text{eV}\quad(+39\ \text{kJ/mol}),
$$

$$
\Delta E^*=1.5-1.1-1.0=-0.6\ \text{eV}\quad(-58\ \text{kJ/mol}).
$$

The reaction is endothermic with ground-state O₂ and exothermic with singlet-delta O₂. The sign changes because the stored energy $T$ exceeds the deficit $A-D$; an excitation of less than 0.4 eV would reduce the deficit without removing it.

Each input may be wrong by 0.05 eV through rounding. In the worst case the errors add, giving 0.10 eV for two inputs and 0.15 eV for three:

$$
0.30\le\Delta E\le0.50\ \text{eV},\qquad
-0.75\le\Delta E^*\le-0.45\ \text{eV}.
$$

Neither range contains zero, so rounding cannot change either sign.

### A comparison without the neutral atom

The ground-state result can be compared with total energies computed for the three heavy species in the reaction, O⁻, O₂ and O₃. The level used is Hartree–Fock with MP2 correlation extrapolated from augmented double- and triple-zeta bases, plus the difference between CCSD(T) and MP2 in a smaller basis. Core electrons are not correlated, relativistic effects are omitted, and the geometries are rough fixed ones. The result is a computed reference, not an experimental value. In hartree,

$$
\begin{aligned}
E(\mathrm{O_3})-E(\mathrm{O_2})-E(\mathrm{O^-})
&=-225.20205+150.16936+75.04304\\
&=0.01035,
\end{aligned}
$$

which is 0.28 eV. The second digit is not established. In the augmented double-zeta basis the Hartree–Fock and MP2 correlation contributions are about $+3.5$ and $-3.5$ eV, the difference between CCSD(T) and MP2 is about 0.6 eV, and CCSD(T) alone gives 0.58 eV, which is 0.3 eV above the composite value. This is an electronic energy, whereas $D$ refers to molecules in their lowest vibrational levels. Even there, each vibration of wavenumber $\tilde\nu$ keeps the energy $hc\tilde\nu/2$ in the harmonic approximation. With rough wavenumbers of 1100, 700 and 1000 cm⁻¹ for ozone and 1600 cm⁻¹ for O₂, the change is

$$
\tfrac12hc\,(2800-1600)\ \text{cm}^{-1}=+0.074\ \text{eV}.
$$

The computed reaction energy is then $+0.36$ eV.

A separate calculation of O₂, with eight electrons distributed over six valence orbitals, gives an excitation energy of 0.91 eV at fixed bond length, in a double-zeta basis with orbitals optimized for the ground state. A triple-zeta basis gives 0.90 to 0.92 eV, depending on whether the singlet has its own orbitals. The calculation omits the correlation that involves any other orbitals; a second-order estimate of that correlation would raise the double-zeta value to about 1.0 eV. The value 0.91 eV is kept here. Subtracting it gives $-0.56$ eV for the singlet-delta reaction, before intermediate rounding. Both signs agree with the energy balance, and both values lie within 0.3 eV of it, the tolerance set for this comparison.

## (b) Does the ozone survive?

If the ozone also broke up, the overall reaction would be

$$
\mathrm{O^-+O_2^*\rightarrow O+O_2+e^-}.
$$

Its energy change follows by adding the cost $D$ of breaking the bond:

$$
\Delta E^*+D=(A-D-T)+D=A-T=1.5-1.0=+0.5\ \text{eV}.
$$

This is positive, so cold reactants cannot follow this route. Put differently, the reaction releases 0.6 eV, while removing an atom from ozone takes 1.1 eV. Even if the electron carried none of the released energy away, the ozone could not fall apart by itself. A later collision may still destroy it.

## (c) What the endothermic sign forbids

An exothermic sign means that the reaction is energetically open; it does not say how fast it is. An endothermic sign means that there is a threshold. Reactants with at least 0.4 eV of relative kinetic energy have enough energy to react, though they need not do so.

### Ions at the gas temperature

Assume first that the ions share the gas temperature $T_{\rm g}=300$ K, for which $kT_{\rm g}=0.0259$ eV. Assume also that the collision rate does not depend on relative speed, a simple model for an ion that polarizes the molecule it approaches. Every ion–molecule pair then counts equally.

Let $g$ be the relative speed, $\mu$ the reduced mass, and $s=g\sqrt{\mu/2kT_{\rm g}}$. The Maxwell distribution of $s$ is $(4/\sqrt\pi)s^2e^{-s^2}$. The relative energy is $s^2kT_{\rm g}$, so the threshold lies at $s=\sqrt x$, with $x=\Delta E/kT_{\rm g}$. The fraction of collisions above it is

$$
F=\frac{2}{\sqrt\pi}\int_{\sqrt x}^{\infty}s\,\bigl(2s\,e^{-s^2}\bigr)\,ds.
$$

Since $2s\,e^{-s^2}$ is the derivative of $-e^{-s^2}$, integration by parts gives

$$
F=\frac{2}{\sqrt\pi}\left[\sqrt x\,e^{-x}+\int_{\sqrt x}^{\infty}e^{-s^2}ds\right]
=2\sqrt{\frac{x}{\pi}}\,e^{-x}+\operatorname{erfc}\sqrt x .
$$

The last step uses the definition of the complementary error function, $\operatorname{erfc}y=(2/\sqrt\pi)\int_y^\infty e^{-s^2}ds$. As a limiting case, $x=0$ gives $F=1$: without a threshold, every collision qualifies.

Here $x=15.5$ and $F=8.7\times10^{-7}$, so about one collision in a million has enough translational energy. If the thermal rotational energy of O₂ at 300 K is also counted, classically and in full, the fraction rises about elevenfold, to $10^{-5}$. The exponential makes this sensitive to the threshold: a shift of 0.1 eV, the rounding allowance, changes $F$ by a factor of about 40.

### Ions heated by the field

The field gives the ions additional energy. Let $m$ and $M$ be the masses of the ion and the molecule, $\mathbf v$ and $\mathbf u$ their velocities just before a collision, and $\mathbf g=\mathbf v-\mathbf u$. Keep the constant collision rate, now called $\nu$, and let the scattering be elastic and isotropic in the centre-of-mass frame. That frame moves with velocity

$$
\mathbf V=\frac{m\mathbf v+M\mathbf u}{m+M},
\qquad
\mathbf v=\mathbf V+\frac{M}{m+M}\mathbf g.
$$

A collision keeps the length of $\mathbf g$ and makes its direction random, so the mean ion velocity afterwards is $\langle\mathbf V\rangle$. The gas is at rest on average, $\langle\mathbf u\rangle=0$. Because the collision rate is constant, collisions sample the ions evenly in time, so the mean ion velocity just before a collision is the drift velocity, of size $v_{\rm d}$. An ion therefore loses on average the momentum

$$
m\left(v_{\rm d}-\frac{m}{m+M}v_{\rm d}\right)=\frac{mM}{m+M}v_{\rm d}=\mu v_{\rm d}.
$$

In a steady state the electric force, of size $f$, replaces this loss, so $f=\nu\mu v_{\rm d}$.

For the energy, square the expression for $\mathbf v$. The terms $V^2$ and $M^2g^2/(m+M)^2$ are unchanged by the collision, while the cross term averages to zero afterwards. The mean energy loss is therefore

$$
\frac m2\,\frac{2M}{m+M}\langle\mathbf V\cdot\mathbf g\rangle
=\mu\langle\mathbf V\cdot\mathbf g\rangle
=\mu\,\frac{m\langle v^2\rangle-M\langle u^2\rangle}{m+M}.
$$

The mixed terms in $\mathbf v\cdot\mathbf u$ vanish because the two velocities are independent and $\langle\mathbf u\rangle=0$. The field supplies power $fv_{\rm d}=\nu\mu v_{\rm d}^2$. Equating this to $\nu$ times the loss, and using $M\langle u^2\rangle=3kT_{\rm g}$, gives

$$
m\langle v^2\rangle=3kT_{\rm g}+(m+M)v_{\rm d}^2 .
$$

The mean relative energy follows:

$$
\begin{aligned}
\tfrac12\mu\langle g^2\rangle
&=\frac{M}{m+M}\,\frac{m\langle v^2\rangle}{2}
+\frac{m}{m+M}\,\frac{M\langle u^2\rangle}{2}\\
&=\tfrac32kT_{\rm g}+\tfrac12Mv_{\rm d}^2 .
\end{aligned}
$$

With no field, the thermal value returns.

Take a rough reduced mobility of 3 cm²/Vs. A reduced mobility refers to the standard gas density, $2.69\times10^{25}$ m⁻³, so

$$
v_{\rm d}=(3\times10^{-4})(2.69\times10^{25})(50\times10^{-21})
=403\ \text{m/s}.
$$

The mean relative energy is 0.0657 eV, of which 0.039 eV is thermal and 0.027 eV comes from the drift. A simulation of ions under the same collision rules also gives 0.0657 eV.

This mean is far below 0.4 eV, but the tail of the distribution matters. In the simulation, a fraction $3.0\times10^{-3}$ of collisions exceeds the threshold, more than three thousand times the thermal fraction. A Maxwell distribution with the same mean energy would have $x=0.4/(\tfrac23\times0.0657)=9.1$ and a fraction of only about $4\times10^{-4}$. With the isotropic scattering assumed here, the heated ions therefore have a stronger high-energy tail than a Maxwell distribution of the same mean energy.

Within this model, and with the threshold at its nominal 0.4 eV, at most about 0.3% of collisions with ground-state O₂ without internal energy can lead to ozone. The threshold is a strong restriction, not an absolute prohibition.

## Relation to a real discharge

The chosen temperature, field and mobility are rough values for the body of an oxygen glow discharge. The assumption of cold reactants fails there: in the model above, field heating raises the eligible fraction, counting translational energy only, from about $10^{-6}$ to about $3\times10^{-3}$. The second number belongs to that model and may miss even the order of magnitude in a real discharge, because the high-energy tail depends strongly on the mobility, on the exact threshold and on how the ions scatter. In the same model the fraction runs from about $1\times10^{-3}$ to $7\times10^{-3}$ for reduced mobilities from 2.5 to 3.5 cm²/Vs and from about $1\times10^{-2}$ to $1\times10^{-3}$ for thresholds from 0.3 to 0.5 eV. It changes by about a factor of two when the scattering is made forward- or backward-peaked, with mean cosine $\pm0.5$, at the same drift speed. Such changes can compound. Counting the rotational energy of O₂ raises the two fractions to about $10^{-5}$ and $4\times10^{-3}$. In the sheaths near electrodes the field can be much stronger, and the 50 Td result should not be used.

Vibration can also help. One quantum of O₂ holds about 0.20 eV, so two nearly match the nominal deficit, although its rounding range of 0.30 to 0.50 eV leaves open whether two suffice. The ordinary thermal correction is much smaller. Counting $\tfrac12kT_{\rm g}$ for each translational and rotational degree of freedom, the reactants hold $4kT_{\rm g}$ and the products $\tfrac92kT_{\rm g}$, if the electron is also assigned the gas temperature. The difference, $\tfrac12kT_{\rm g}$, is 0.013 eV and changes neither sign.

These energies do not determine how much ozone each state of O₂ produces. That also requires the densities of the two states and their reaction rates. The numerical output below lists the inputs and the main computed values.

## Calculated quantities

```
Rough electron affinity of O: 1.5 eV
Rough O2-O bond energy in ozone: 1.1 eV
Rough singlet-delta excitation: 1.0 eV
Rounding allowance per input: 0.05 eV
Cycle coefficients of A, D, T: +1 -1 -1
Ground-state O2, reaction energy: +0.4 eV
Ground-state O2, converted: +39 kJ/mol
Ground-state O2, rounding range: +0.30 to +0.50 eV
Singlet-delta O2, reaction energy: -0.6 eV
Singlet-delta O2, converted: -58 kJ/mol
Singlet-delta O2, rounding range: -0.75 to -0.45 eV
Singlet route to O + O2 + electron: +0.5 eV
Geometry O2 bond: 1.21 angstrom
Geometry O3 bond: 1.27 angstrom; angle: 117 degrees
Composite total energy O: -74.99106 hartree
Composite total energy O-: -75.04304 hartree
Composite total energy O2: -150.16936 hartree
Composite total energy O3: -225.20205 hartree
Triple-zeta MP2 affinity, trimmed basis: 1.27 eV
Triple-zeta MP2 affinity, full basis: 1.42 eV
Rough O2 wavenumber: 1600 1/cm
Rough O3 wavenumbers: 1100 700 1000 1/cm
Zero-point change: +0.074 eV
Computed affinity: 1.41 eV
Computed O2-O bond energy: 1.06 eV
Computed singlet-delta excitation: 0.91 eV
Splitting of the singlet pair: 0.0000 eV
Computed ground-state reaction: +0.36 eV
Computed singlet-delta reaction: -0.56 eV
Comparison tolerance: 0.3 eV
Gas temperature: 300 K
Thermal energy kT: 0.0259 eV
Classical thermal correction kT/2: 0.0129 eV
One O2 vibrational quantum: 0.20 eV
Reduced field: 50 Td
Rough reduced mobility: 3 cm2/Vs
Ion drift speed: 403 m/s
Mean relative energy, formula: 0.0657 eV
Mean relative energy, simulation: 0.0657 eV
Threshold divided by kT: 15.5
Thermal fraction above threshold: 8.7e-07
Field-heated fraction above threshold: 3.0e-03
```
